# Schottky barriers from core levels when the bulk layers are strained

A first-principles calculation of a metal-semiconductor contact uses a periodic cell a few nanometres long. Its semiconductor part is too thin to give a reliable band edge, but its core levels converge quickly. Band edges are taken from separate bulk calculations and transferred to the contact. The problem is to do this correctly when the layers are strained.

Energies are electron energies, positive upward. $E_F$ is the Fermi level, and $E_v$ and $E_c$ are the valence and conduction edges. The barriers for holes and electrons are $\Phi_p=E_F-E_v$ and $\Phi_n=E_c-E_F$, with the edges taken in the semiconductor interior under flat bands. $C_M$ and $C_S$ are core eigenvalues in the metal and semiconductor interiors. An s core level, or the centroid of a split multiplet, is meant.

## (a) Express both barriers through core levels

**Question.** Bulk calculations provide the differences

$$D_M=E_F-C_M,\qquad D_v=E_v-C_S,\qquad D_c=E_c-C_S .$$

The interface cell provides $\Delta=C_M-C_S$. Find $\Phi_p$ and $\Phi_n$, and state when the result holds.

**Solution.** In an infinite periodic crystal the average electrostatic potential has no natural zero. Adding a constant $u$ to the potential turns the Hamiltonian $H$ into $H+u$. The eigenfunctions are unchanged and every eigenvalue rises by $u$. Hence

$$D_v\to(E_v+u)-(C_S+u)=D_v ,$$

and likewise for $D_c$ and $D_M$. These differences are bulk properties, whereas a bare $E_v$ from one run cannot be compared with a bare $E_F$ from another.

Suppose that the middle of each layer in the interface cell is bulk-like: its density and structure are those of the bulk calculation, and no macroscopic field is present. The local Hamiltonian then differs from the bulk one by a constant only. That constant moves core level and band edge together, so on the common energy scale of the cell

$$E_F=C_M+D_M,\qquad E_v=C_S+D_v,\qquad E_c=C_S+D_c .$$

Subtraction gives

$$\Phi_p=(C_M+D_M)-(C_S+D_v)=D_M+\Delta-D_v, \tag{1}$$

$$\Phi_n=(C_S+D_c)-(C_M+D_M)=D_c-D_M-\Delta. \tag{2}$$

Their sum is $D_c-D_v$, the semiconductor gap, as it must be. The interface dipole enters through $\Delta$: if it raises the metal side by $\delta$, then $\Phi_p$ rises by $\delta$ and $\Phi_n$ falls by $\delta$.

The core eigenvalue is a marker of the local potential. It need not equal a measured binding energy, which also contains the relaxation of the other electrons around the core hole. The marker cancels if the same core state, core treatment and electronic approximation are used in the bulk and interface runs. A correction to a band edge, for example from a quasiparticle calculation, is added to $D_v$ or $D_c$.

The result fails if the layers are too thin to have a bulk-like interior. With a field in the semiconductor, $C_S$ depends on position and must be extrapolated to the interface.

## (b) Which strain belongs to each reference?

**Question.** A coherent cell has one in-plane lattice constant. The relaxed cubic constants are $a_S$ and $a_M$, and the semiconductor has in-plane strain $\epsilon_S$. Find the strains of both layers for a (001) interface. What error follows from combining $\Delta$ of the strained cell with relaxed bulk separations?

**Solution.** The common in-plane constant is $(1+\epsilon_S)a_S=(1+\epsilon_M)a_M$, so

$$\epsilon_M=(1+\epsilon_S)\frac{a_S}{a_M}-1. \tag{3}$$

Unless $a_S=a_M$, at least one layer is strained. Let $\epsilon_\parallel$ be the in-plane and $\epsilon_\perp$ the normal strain of a layer. Its elastic energy density is

$$W=\tfrac12C_{11}(2\epsilon_\parallel^2+\epsilon_\perp^2)+C_{12}(\epsilon_\parallel^2+2\epsilon_\parallel\epsilon_\perp).$$

The layer is free to relax along the normal, so $\partial W/\partial\epsilon_\perp=C_{11}\epsilon_\perp+2C_{12}\epsilon_\parallel=0$, and

$$\epsilon_\perp=-2\frac{C_{12}}{C_{11}}\epsilon_\parallel. \tag{4}$$

The argument in (a) requires the bulk Hamiltonian to match the layer interior up to a constant. A relaxed crystal does not match a strained layer, so (1) must be read as

$$\Phi_p=D_M(\epsilon_M)+\Delta-D_v(\epsilon_S). \tag{5}$$

Write $\delta D=D(\epsilon)-D(0)$. Relaxed references give $\Phi_p^{\rm wrong}=D_M(0)+\Delta-D_v(0)$, hence

$$\Phi_p^{\rm wrong}-\Phi_p=-\delta D_M+\delta D_v,\qquad \Phi_n^{\rm wrong}-\Phi_n=\delta D_M-\delta D_c. \tag{6}$$

This error is not the physical effect of strain. That effect compares two different junctions, whose core offsets also differ:

$$\delta\Phi_p=\delta D_M+\delta\Delta-\delta D_v. \tag{7}$$

The bulk terms alone therefore do not predict how a barrier responds to strain; $\Delta$ must be recomputed.

Equation (5) gives the barrier to the strained layer. If a relaxed region with core level $C_R$ lies behind it, the same reasoning gives $E_v^R=C_R+D_v(0)$, and

$$E_F-E_v^R=D_M(\epsilon_M)+(C_M-C_R)-D_v(0).$$

Since $C_M-C_R=\Delta+(C_S-C_R)$, this needs one further quantity: the core offset between strained and relaxed semiconductor. Bulk separations do not contain it.

## (c) Compare with edges found without core levels

**Question.** Take a self-consistent model junction whose band edges can be read directly from its spectrum. Does (5) reproduce them, and does the choice of core matter?

**Solution.** The model is a chain of atomic layers. The semiconductor alternates layers A and B, with bare valence energies $2$ and $-2$ eV; the metal has one kind, at $-0.3$ eV. First-neighbour couplings are $1.5$ eV in the semiconductor and at the interface, and $2$ eV in the metal. Second-neighbour couplings are $-0.2$ eV in the semiconductor, $0.15$ eV in the metal and zero across the interface. Each layer has one electron and one compensating positive charge per area $A=0.15$ nm². With $n_j$ electrons on layer $j$ at $x_j$, the potential energy is

$$U_i=\frac{e^2}{2\varepsilon_0\varepsilon_rA}\sum_j(1-n_j)|x_i-x_j|,\qquad \varepsilon_r=4 .$$

Core levels at $-100$ (A), $-90$ (B) and $-60$ eV (metal) follow $U_i$ rigidly. The cell has 60 metal, 41 semiconductor and 60 metal layers, spaced by $0.25$ nm, with an electronic smearing of $0.07$ eV. The semiconductor ends in an A layer at both contacts. This choice matters: B ends give a different dipole and barriers that differ by several tenths of an electronvolt. Core A is read on the central layer, core B as the mean of its two neighbours, and the metal core as a weighted mean over three central layers, which removes a residual alternation of a few meV.

An in-plane strain $\epsilon$ multiplies $A$ by $(1+\epsilon)^2$ and the normal spacings by $1-0.78\epsilon$ (semiconductor) and $1-1.2\epsilon$ (metal). Within each material the first- and second-neighbour couplings vary as the inverse second and fourth powers of the spacing. The interface coupling is held fixed, and the interface spacing is the mean of the two normal spacings.

For the direct edges, the central semiconductor cell is repeated 150 times. The edges are the states nearest to $E_F$, below and above, that have more than 5% of their weight on the central 60 layers. No core level enters, but the repeated cell carries the same potentials $U_A$ and $U_B$ that the cores follow. The comparison therefore tests whether the interiors are bulk-like and the references are taken at the right strain; it does not test how well a real core level marks the local potential.

In the relaxed junction the direct barriers are $\Phi_p=1.138$ and $\Phi_n=0.891$ eV; the core formula gives $1.137$ and $0.891$ eV with either core. At 4% strain the direct values are $1.315$ and $0.896$ eV, and the formula gives $1.313$ and $0.897$ eV, again with either core. The agreement required was 10 meV, to allow for the finite layers.

With relaxed references in the strained cell, the formula gives $\Phi_p=1.250$ eV from core A and $1.433$ eV from core B. One junction cannot have two barriers, so such a disagreement exposes wrong references. Agreement between cores would not prove the references right, because an error in $D_M$ is common to both.

The shifts can be traced. At the zone boundary of the two-layer cell, where the valence top lies, the first-neighbour coupling between A and B cancels. The top is then a pure B state at $-2+U_B-2t_2$, with $t_2=-0.2$ eV. The potential $U_B$ cancels against core B, and only the second-neighbour term depends on strain:

$$\delta D_v^B=0.4\left[(1-0.0312)^{-4}-1\right]\ \text{eV}=0.054\ \text{eV}.$$

In the half-filled metal band the Fermi level lies at $-2(0.15)$ eV from the site energy, apart from a small effect of smearing, so

$$\delta D_M=-0.3\left[(1-0.048)^{-4}-1\right]\ \text{eV}=-0.065\ \text{eV}.$$

Equation (6) then gives $0.065+0.054=0.119$ eV for core B, in agreement with $1.433-1.313=0.120$ eV within rounding.

For core A, $\delta D_v^A=-0.129$ eV. Since $D_v^A-D_v^B=C_B-C_A$, the difference $-0.129-0.054=-0.183$ eV is the change of $U_B-U_A$: strain reduces the potential difference between the two kinds of layer. Even the sign of $\delta D_v$ depends on the core.

In (7) this dependence cancels. The offset $\Delta$ changes by $0.113$ eV for core A and by $0.296$ eV for core B, so that

$$\delta\Phi_p=-0.065+0.113+0.129=0.177\ \text{eV}\quad(\text{A}),$$

$$\delta\Phi_p=-0.065+0.296-0.054=0.177\ \text{eV}\quad(\text{B}).$$

The direct change is also $0.177$ eV.

## (d) Derive the strained references to first order

**Question.** Relaxed separations and deformation potentials are known for a cubic semiconductor of the silicon type and a cubic metal. Find $D_M$, $D_v$ and $D_c$ under the strain of part (b).

**Solution.** Consider first a scalar energy difference that is smooth in strain. Its linear change is $\sum_{ij}K_{ij}\epsilon_{ij}$. Cubic symmetry makes the three axes equivalent and removes the shear terms, so $K_{ij}=\alpha\,\delta_{ij}$ and the change is $\alpha\,{\rm tr}\,\epsilon$, with ${\rm tr}\,\epsilon=2\epsilon_\parallel+\epsilon_\perp$. For the metal,

$$D_M(\epsilon)=D_M(0)+\alpha_M\,{\rm tr}\,\epsilon. \tag{8}$$

The same holds for the average of the valence-top states, with coefficient $\alpha_v$, and for the average of the conduction valleys, with $\alpha_c$. All three are measured relative to a core level. They are not absolute deformation potentials, because the core level itself moves by an amount that a bulk calculation does not define.

**Valence top.** The six states at the zone centre behave as orbital angular momentum $L=1$ times spin one half. With spin-orbit splitting $\lambda$ and shear potential $b$, their energies relative to the average follow from

$$H=\frac{\lambda}{3}\mathbf L\cdot\boldsymbol\sigma-3b\sum_i\epsilon_{ii}\left(L_i^2-\tfrac23\right).$$

Using $L_x^2+L_y^2=2-L_z^2$, the sum becomes

$$2\epsilon_\parallel+(\epsilon_\perp-\epsilon_\parallel)L_z^2-\tfrac23(2\epsilon_\parallel+\epsilon_\perp)=(\epsilon_\perp-\epsilon_\parallel)\left(L_z^2-\tfrac23\right).$$

Define $\eta=2b(\epsilon_\perp-\epsilon_\parallel)$. The strain term is $-\tfrac32\eta(L_z^2-\tfrac23)$, which equals $-\eta/2$ for $m=\pm1$ and $+\eta$ for $m=0$.

The state $|1,\uparrow\rangle$ does not mix, and $\mathbf L\cdot\boldsymbol\sigma=1$ there, so

$$E_h=\frac{\lambda}{3}-\frac{\eta}{2}. \tag{9}$$

The states $|1,\downarrow\rangle$ and $|0,\uparrow\rangle$ are coupled by $\mathbf L\cdot\boldsymbol\sigma$ with matrix element $\sqrt2$:

$$\begin{pmatrix}-\lambda/3-\eta/2&\sqrt2\,\lambda/3\\ \sqrt2\,\lambda/3&\eta\end{pmatrix}.$$

Half the trace is $-\lambda/6+\eta/4$. Half the difference of the diagonal elements is $3\eta/4+\lambda/6$ in magnitude, and

$$\left(\frac{3\eta}{4}+\frac{\lambda}{6}\right)^2+\frac{2\lambda^2}{9}=\frac14\left(\lambda^2+\lambda\eta+\frac94\eta^2\right).$$

The upper eigenvalue is therefore

$$E_l=-\frac{\lambda}{6}+\frac{\eta}{4}+\frac12\sqrt{\lambda^2+\lambda\eta+\tfrac94\eta^2}. \tag{10}$$

The remaining three states are the spin-reversed partners and add no new energies. Without strain both tops lie at $\lambda/3$, hence

$$D_v(\epsilon)=D_v(0)+\alpha_v\,{\rm tr}\,\epsilon+s_v,\qquad s_v=\max(E_h,E_l)-\frac{\lambda}{3}. \tag{11}$$

For $|\eta|\ll\lambda$ the root is approximately $\lambda+\eta/2$, so $E_l\approx\lambda/3+\eta/2$ and the two tops split symmetrically. With $b<0$, in-plane tension gives $\eta>0$ and the light top $E_l$ is the edge. In-plane compression gives $\eta<0$ and the heavy top is the edge. In both cases $s_v\approx|\eta|/2$: shear raises the valence edge whatever its sign. For tension with $\eta\gg\lambda$, (10) tends to $E_l\approx\eta$.

**Conduction valleys.** A valley along axis $i$ shifts linearly by $\Xi_d\,{\rm tr}\,\epsilon+\Xi_u\epsilon_{ii}$. The average over the axes is $(\Xi_d+\Xi_u/3)\,{\rm tr}\,\epsilon$. Subtracting it leaves $\Xi_u(\epsilon_{ii}-{\rm tr}\,\epsilon/3)$, and so

$$D_c(\epsilon)=D_c(0)+\alpha_c\,{\rm tr}\,\epsilon+s_c,\qquad s_c=\min_i\,\Xi_u\left(\epsilon_{ii}-\tfrac13{\rm tr}\,\epsilon\right). \tag{12}$$

For $\Xi_u>0$ and in-plane tension the two valleys along the normal are lowest, with $s_c=\tfrac23\Xi_u(\epsilon_\perp-\epsilon_\parallel)$. Under compression the four in-plane valleys are lowest, with $s_c=-\tfrac13\Xi_u(\epsilon_\perp-\epsilon_\parallel)$, which is again negative.

The linear volume terms need small strain. In the model of part (c), $\delta D_v^B$ at 4% exceeds twice its value at 2% by 4.1%. When accuracy matters, the bulk separations should be computed at the actual strains.

## (e) Strained silicon with a coherent silicide

**Question.** A silicon layer under 0.8% biaxial tension carries a coherent cubic silicide. Find the barriers and the error made with relaxed references.

**Solution.** The following inputs are chosen for the example, with sizes typical of silicon and NiSi$_2$: $a_S=0.543$ nm, $a_M=0.541$ nm, $C_{12}/C_{11}=0.39$ (Si) and $0.60$ (silicide), $b=-2.2$ eV, $\lambda=0.044$ eV, $\Xi_u=9.0$ eV and a relaxed gap of $1.12$ eV. The core quantities are round model parameters, not computed data for these materials: $D_v(0)=89.00$, $D_M(0)=89.40$, $\Delta=0.09$, $\alpha_v=-2.0$, $\alpha_c=-0.3$ and $\alpha_M=-3.0$ eV. The offset $\Delta$ is that of the strained cell.

For silicon, $\epsilon_\perp=-2(0.39)(0.800\%)=-0.624\%$ and ${\rm tr}\,\epsilon=0.976\%$. For the silicide, (3) gives $\epsilon_M=1.008(0.543/0.541)-1=1.173\%$. Its normal strain is $-1.407\%$ and its trace $0.938\%$.

The valence volume term is $-2.0(0.00976)=-0.0195$ eV. With $\eta=2(-2.2)(-0.01424)=0.0627$ eV, the light top lies $0.0831$ eV above the heavy one and $s_v=0.0518$ eV. The conduction terms are $-0.0029$ eV from volume and $s_c=\tfrac23(9.0)(-0.01424)=-0.0854$ eV. The metal term is $-3.0(0.00938)=-0.0281$ eV. Therefore

$$D_v=89.0323,\qquad D_c=90.0316,\qquad D_M=89.3719\ \text{eV},$$

$$\Phi_p=89.3719+0.09-89.0323=0.430\ \text{eV},$$

$$\Phi_n=90.0316-89.3719-0.09=0.570\ \text{eV}.$$

Extra digits are kept because differences of large numbers are taken. The barriers add to the strained gap, $0.999$ eV within rounding.

Relaxed references give $\Phi_p=0.490$ and $\Phi_n=0.630$ eV. Both are $0.060$ eV too large, and the errors together equal the neglected narrowing of the gap. At 300 K, with the thermionic prefactor held fixed, an error of $0.060$ eV in $\Phi_n$ changes the predicted current by a factor of about $10$.

## (f) How far does the flat-band barrier describe a device?

**Question.** Estimate the main omitted effects for n-type doping $N=10^{17}$ cm$^{-3}$ at 300 K.

**Solution.** Take $\varepsilon=11.7\,\varepsilon_0$ and, in units of the free-electron mass, valley masses of $0.92$ along the valley axis and $0.19$ across it. The two valleys along the normal lie $0.128$ eV below the other four and hold nearly all the electrons. The ratio of doping to effective density of states is then $0.0108$, so the carriers are nondegenerate. The conduction edge lies $kT\ln(1/0.0108)\approx0.12$ eV above $E_F$ in the neutral region, which leaves a band bending $V\approx0.45$ V. For uniform doping, and with mobile electrons neglected in the depletion layer, Poisson's equation gives the depletion width and peak field

$$w=\sqrt{\frac{2\varepsilon V}{qN}}=76.5\ \text{nm},\qquad F=\frac{qNw}{\varepsilon}=0.118\ \text{MV/cm}.$$

The field is $0.39$ of $0.3$ MV/cm, a low estimate of the breakdown field at this doping. The calculation treats the silicon as uniformly strained over the whole depletion width. At 0.8% strain the equilibrium thickness for coherent growth is only of order 10 nm, so a real strained layer would normally be thinner, and the depletion would extend into the material beneath it. The silicide is strained more, by 1.17%, and its limit is smaller still. A thicker silicide film would tend to relax, and (3) would then no longer give its strain. Over 2 nm of semiconductor the potential drops by $0.024$ V. A field of this size in the interface cell would change $C_S$ by $0.024$ eV over that distance, so it must be removed, or $C_S$ extrapolated to the interface.

The image force adds $-q/(16\pi\varepsilon x)$ to the potential energy per charge $-Fx$. Setting the derivative of the sum to zero gives $x_m=\sqrt{q/(16\pi\varepsilon F)}=1.61$ nm. Both terms are equal there, so the barrier falls by $2Fx_m=0.038$ eV in this continuum estimate.

For tunnelling at the energy of the neutral band edge, the parabolic barrier has the exponent

$$\frac{2}{\hbar}\int_0^w\sqrt{2mqV}\left(1-\frac xw\right)dx=\frac{w\sqrt{2mqV}}{\hbar}=\frac{V}{E_{00}},\qquad E_{00}=\frac{\hbar}{2}\sqrt{\frac{N}{m\varepsilon}},$$

with $E_{00}$ in volts and $m$ the mass along the normal. Here $qE_{00}=1.79$ meV, far below $kT=25.85$ meV, so tunnelling through the wide part of the barrier is negligible and thermionic emission dominates. Tunnelling just below the top, where the barrier is thin, is not covered by this exponent and adds a correction of some tens of percent.

Real source and drain contacts are doped far more heavily, near $10^{20}$ cm$^{-3}$. There $qE_{00}=56.6$ meV for the two lower valleys. The other four valleys are then partly filled, and their smaller normal mass of $0.19$ gives about $125$ meV. Both values exceed $kT$, and tunnelling controls the current. The barrier in (2) remains an input, but thermionic emission over it no longer describes the contact. The formulas above then give a depletion width near 3 nm, a field of several MV/cm and an image lowering of roughly $0.2$ eV, so the barrier itself is strongly modified and these continuum estimates are only rough. The example's $\Phi_n$, about half an electronvolt, is a plausible size for a silicide on n-type silicon; since $\Delta$ was chosen, it is not a prediction for NiSi$_2$. Real interfaces may also contain steps, defects or partly relaxed regions. Raising the in-plane strain of the silicon from 0.8% to 0.9% changes $\Phi_p$ by $-0.007$ eV and $\Phi_n$ by $-0.009$ eV at fixed $\Delta$, and a recomputed $\Delta$ would add its own change.

Heating by 100 K narrows the gap by roughly $0.027$ eV, shared between the barriers in a way not determined here. A larger uncertainty comes from the electronic approximation. If a semilocal calculation gives a gap of roughly $0.6$ eV, about $0.5$ eV is missing. With $D_M$ and $\Delta$ held fixed, edge corrections $\delta_v$ and $\delta_c$ change $\Phi_p$ by $-\delta_v$ and $\Phi_n$ by $+\delta_c$, with $\delta_c-\delta_v\approx0.5$ eV. Their division between the edges must be calculated, because core alignment does not supply it.

## Values computed for the example and the checks

```
MODEL JUNCTION (relaxed / 4% in-plane strain)
strain 0%: direct Phi_p, Phi_n = 1.138, 0.891 eV
  core A: formula Phi_p, Phi_n = 1.137, 0.891 eV
  core B: formula Phi_p, Phi_n = 1.137, 0.891 eV
strain 4%: direct Phi_p, Phi_n = 1.315, 0.896 eV
  core A: formula Phi_p, Phi_n = 1.313, 0.897 eV
  core B: formula Phi_p, Phi_n = 1.313, 0.897 eV
relaxed references, strained cell: Phi_p = 1.250 (A), 1.433 (B) eV
strain change: direct Phi_p +0.177, D_M -0.065 eV
  core A: change of D_v -0.129, of Delta +0.113 eV
  core B: change of D_v +0.054, of Delta +0.296 eV
departure of D_v (core B) from linearity: 4.1 %
EXAMPLE: strained Si with coherent silicide
inputs: D_v0 89.00, D_M0 89.40, Delta 0.09, gap 1.12 eV
alpha_v -2.0, alpha_c -0.3, alpha_M -3.0 eV
b -2.2, Xi_u 9.0, spin-orbit 0.044 eV
lattice constants: Si 0.543, silicide 0.541 nm
C12/C11: Si 0.39, silicide 0.60
Si strain: in-plane 0.800, normal -0.624, trace 0.976 %
silicide strain: in-plane 1.173, normal -1.407, trace 0.938 %
valence: volume term -0.0195, top shift +0.0518 eV
light minus heavy top: +0.0831 eV
conduction: volume term -0.0029, valley shift -0.0854 eV
metal volume term: -0.0281 eV
strained D_v 89.0323, D_c 90.0316, D_M 89.3719 eV
Phi_p 0.430, Phi_n 0.570, gap 0.999 eV
with relaxed references: Phi_p 0.490, Phi_n 0.630 eV
Phi_n error +0.060 eV: current factor at 300 K 10.3
NEGLECTED EFFECTS (n-type 1e+17 cm^-3, 300 K)
depletion width 76.5 nm, peak field 0.118 MV/cm
field / rough breakdown field of 0.3 MV/cm: 0.39
image-force lowering 0.0382 eV at 1.61 nm
potential drop over 2 nm of semiconductor: 0.0237 eV
tunnelling energy E00: 1.79 meV; at 1e20 cm^-3: 56.6 meV
thermal energy kT: 25.85 meV
doping / effective density of states: 0.0108
valley splitting 0.128 eV, upper-valley share 1.39 %
gap change for 100 K heating (rough -0.27 meV/K): -0.027 eV
0.1% more strain, Delta fixed: Phi_p -0.0074, Phi_n -0.0086 eV
gap deficit if semilocal gap is roughly 0.6 eV: 0.52 eV
```
